# The smallest correction that restores the acoustic sum rule in hafnia: a numerical check

```python
# Result under test: for computed Born charge tensors Z[k] (k = 1..N, units of e)
# with nonzero sum S, the correction -S/N on every atom is the unique smallest
# one, in the summed squared Frobenius norm, that makes the tensors sum to zero.
# Z[k][a,b] = (cell volume / e) * d P_a / d u_kb, at zero macroscopic field.
# The hafnia numbers are rough model inputs, not a first-principles output.
import numpy as np
from scipy import constants

rng = np.random.default_rng(7)


def remove_mean(tensors):
    """Subtract the mean over atoms; the atom axis is third from the end."""
    return tensors - tensors.mean(axis=-3, keepdims=True)


def norm(tensors):
    return np.sqrt(np.sum(np.asarray(tensors) ** 2))


# ---- One-dimensional crystal on a fixed grid (Hartree atomic units) ----
# Two ions of charge +1 each, one doubly filled band, Berry-phase polarization.
LENGTH = 8.0
ION_SITES = np.array([2.3, 3.9])
WELL_DEPTHS = np.array([4.0, 2.0])
WELL_WIDTH = 0.5


def berry_product(sites, n_grid, n_k):
    h = LENGTH / n_grid
    x = h * np.arange(n_grid)
    potential = np.zeros(n_grid)
    for site, depth in zip(sites, WELL_DEPTHS):
        for image in (-2, -1, 0, 1, 2):
            distance = x - site - image * LENGTH
            potential -= depth * np.exp(-distance**2 / (2 * WELL_WIDTH**2))
    shift_up = np.roll(np.eye(n_grid), 1, axis=1)
    states = []
    for k in 2 * np.pi / LENGTH * np.arange(n_k) / n_k:
        hop = np.exp(1j * k * h) * shift_up
        kinetic = (2 * np.eye(n_grid) - hop - hop.conj().T) / (2 * h**2)
        states.append(np.linalg.eigh(kinetic + np.diag(potential))[1][:, 0])
    states.append(np.exp(-2j * np.pi * x / LENGTH) * states[0])
    product = 1.0 + 0j
    for left, right in zip(states[:-1], states[1:]):
        product *= np.vdot(left, right)
    return product


def chain_charges(n_grid, n_k=8, step=1e-3):
    charges = []
    for ion in range(2):
        move = np.zeros(2)
        move[ion] = step
        plus = berry_product(ION_SITES + move, n_grid, n_k)
        minus = berry_product(ION_SITES - move, n_grid, n_k)
        centre_change = -np.angle(plus * np.conj(minus)) * LENGTH / (2 * np.pi)
        charges.append(1.0 - 2.0 * centre_change / (2 * step))
    return np.array(charges)


chain = {n: chain_charges(n) for n in (12, 16, 64)}
assert abs(chain[12].sum()) > 1e-3
assert abs(chain[16].sum()) < abs(chain[12].sum())
# Tolerance covers the finite-difference step error.
assert abs(chain[64].sum()) < 1e-5
assert abs(chain_charges(64, n_k=3).sum()) < 1e-5
chain_fixed = chain[12] - chain[12].mean()
error_before = np.linalg.norm(chain[12] - chain[64])
error_after = np.linalg.norm(chain_fixed - chain[64])
assert abs(error_before**2 - error_after**2 - chain[12].sum()**2 / 2) < 1e-4
assert error_after < error_before

# ---- Hafnia cell: Hf, O1, O2, each on four sites related by mm2 ----
SIGNS = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1]])
SIGN_PAIRS = SIGNS[:, :, None] * SIGNS[:, None, :]


def fill_cell(representatives):
    """Rotate three representative tensors onto all twelve atoms."""
    full = representatives[..., :, None, :, :] * SIGN_PAIRS
    return full.reshape(representatives.shape[:-3] + (12, 3, 3))


def symmetrise(tensors):
    source = tensors.reshape(3, 4, 3, 3)
    result = np.zeros_like(source)
    for op in range(4):
        for site in range(4):
            result[:, op ^ site] += SIGN_PAIRS[op] * source[:, site] / 4
    return result.reshape(12, 3, 3)


representatives = np.array([
    [[5.21, 0.10, -0.15], [0.12, 5.13, 0.08], [-0.20, 0.10, 4.87]],
    [[-2.98, 0.30, 0.20], [0.25, -2.61, -0.35], [0.15, -0.40, -2.55]],
    [[-2.35, -0.10, 0.12], [-0.08, -2.58, 0.06], [0.10, 0.05, -2.47]]])
raw = fill_cell(representatives)
N = len(raw)
S = raw.sum(axis=0)
fixed = remove_mean(raw)
correction = fixed - raw
assert np.allclose(S, np.diag(np.diag(S)), atol=1e-12)

# Minimum-norm solution from the constraint alone, by singular values.
constraint = np.tile(np.eye(9), N)
solution = np.linalg.lstsq(constraint, -S.ravel(), rcond=None)[0]
assert np.allclose(solution.reshape(N, 3, 3), correction, atol=1e-11)
assert np.isclose(norm(solution)**2, norm(S)**2 / N)

# Random feasible rivals cost exactly their squared distance from the minimum.
for _ in range(100):
    rival = rng.normal(size=(N, 3, 3))
    rival[-1] = -S - rival[:-1].sum(axis=0)
    excess = norm(rival)**2 - norm(solution)**2
    assert excess > 0
    assert np.isclose(excess, norm(rival - solution.reshape(N, 3, 3))**2)

# Weighted norm: weights inverse to the charge size share S by charge size.
charge_size = np.abs(np.trace(raw, axis1=1, axis2=2)) / 3
scale = np.repeat(np.sqrt(charge_size), 9)
scaled = np.linalg.lstsq(constraint * scale, -S.ravel(), rcond=None)[0]
weighted = (scale * scaled).reshape(N, 3, 3)
share = charge_size / charge_size.sum()
assert np.allclose(weighted, -share[:, None, None] * S, atol=1e-11)

only_hf = np.zeros_like(raw)
only_hf[:4] = -S / 4
only_o = np.zeros_like(raw)
only_o[4:] = -S / 8
rivals = {"all on Hf": only_hf, "all on O": only_o, "by charge size": weighted}
for rival in rivals.values():
    assert np.allclose((raw + rival).sum(axis=0), 0, atol=1e-11)
    assert norm(rival) > norm(correction)
# The sum of absolute entries does not single out one correction.
assert np.isclose(np.abs(only_hf).sum(), np.abs(solution).sum())

# Correction and symmetrisation commute, also for asymmetric noise.
noisy = raw + 0.1 * rng.normal(size=raw.shape)
assert np.allclose(symmetrise(raw), raw)
assert not np.allclose(symmetrise(noisy), noisy, atol=1e-3)
assert np.allclose(symmetrise(remove_mean(noisy)), remove_mean(symmetrise(noisy)))

# An error on one atom: total error falls, but other atoms become worse.
one_bad = fixed.copy()
one_bad[0] += 0.3 * np.eye(3)
repaired = remove_mean(one_bad)
assert norm(repaired - fixed) < norm(one_bad - fixed)
assert norm(repaired[5] - fixed[5]) > norm(one_bad[5] - fixed[5]) + 0.01

# Random errors: share of the squared error that the correction removes.
errors = rng.normal(size=(6000, N, 3, 3))
removed = 1 - norm(remove_mean(errors))**2 / norm(errors)**2
assert abs(removed * N - 1) < 0.04  # sampling error is below one percent
rep_errors = rng.normal(size=(20000, 3, 3, 3))
cell_errors = fill_cell(rep_errors)
sum_diagonal = np.diagonal(cell_errors.sum(axis=1), axis1=1, axis2=2)
spread_from_sum = np.sqrt(np.mean(sum_diagonal**2)) / (4 * np.sqrt(3))
left_over = np.sqrt(np.mean(remove_mean(cell_errors)[:, 4, 2, 2]**2))
assert abs(spread_from_sum - 1) < 0.03
assert abs(left_over - np.sqrt(2 / 3)) < 0.03

# ---- Polarization along the polar axis ----
cell_nm = np.array([0.527, 0.505, 0.508])
volume = cell_nm.prod()
to_uC_cm2 = constants.e / 1e-18 * 100  # from e/nm^2
masses = np.array([178.49] * 4 + [15.999] * 8)
move_nm = np.zeros((N, 3))
move_nm[4:8, 2] = -0.05


def polarization(tensors, moves):
    return np.einsum("kab,kb->a", tensors, moves)[2] / volume * to_uC_cm2


mass_centre = masses @ move_nm / masses.sum()
frames = {"Hf fixed": move_nm,
          "centre of mass fixed": move_nm - mass_centre,
          "mean displacement zero": move_nm - move_nm.mean(axis=0)}
P_raw = {name: polarization(raw, u) for name, u in frames.items()}
P_fixed = [polarization(fixed, u) for u in frames.values()]
assert np.ptp(P_fixed) < 1e-9
assert np.ptp(list(P_raw.values())) > 0.1
assert np.isclose(P_raw["mean displacement zero"], P_fixed[0])

# ---- Sizes of neglected effects, from rough inputs ----
charge_spread = np.sqrt(np.mean(np.diag(S)**2)) / (4 * np.sqrt(3))
hidden_error = charge_spread * np.sqrt(2 / 3)
P_hidden = 4 * hidden_error * 0.05 / volume * to_uC_cm2
path_change = 0.10
path = np.linspace(0, 1, 101)
path_factor = np.trapezoid(1 + path_change * (1 - path), path) \
    if hasattr(np, "trapezoid") else np.trapz(1 + path_change * (1 - path), path)
P_path = P_fixed[0] * (path_factor - 1)
field_MV_cm, eps_static, eps_electronic = 2.0, 30.0, 5.0
field_unit = constants.epsilon_0 * field_MV_cm * 1e8 * 100
P_static = field_unit * (eps_static - 1)
P_electronic = field_unit * (eps_electronic - 1)
pyro_uC_m2K, use_K = 50.0, 358.0
P_thermal = pyro_uC_m2K * use_K * 1e-4

print("1D crystal: length, ion sites (bohr):", LENGTH, ION_SITES)
print("1D crystal: well depths (hartree), width (bohr):", WELL_DEPTHS, WELL_WIDTH)
for n, charges in chain.items():
    print(f"1D, {n} grid points: charges {charges[0]:.5f} {charges[1]:.5f} e,"
          f" sum {charges.sum():.2e} e")
print("1D, 12 points, corrected charges (e):", np.round(chain_fixed, 5))
print(f"1D error norm before, after: {error_before:.5f}, {error_after:.5f} e")
print("Hafnia cell edges (nm), rough:", cell_nm)
print(f"Cell volume: {volume:.5f} nm^3; atoms: {N}")
for i, name in enumerate(("Hf", "O1", "O2")):
    print(f"{name} raw tensor, rows (e):", representatives[i].tolist())
    print(f"{name} corrected diagonal (e):", np.round(np.diag(fixed[4 * i]), 4))
print("Diagonal of the sum S (e):", np.round(np.diag(S), 4))
print("Diagonal of the correction per atom (e):", np.round(np.diag(correction[0]), 4))
print(f"Norm of S: {norm(S):.4f} e")
print(f"Norm of the mean correction: {norm(correction):.4f} e")
for name, rival in rivals.items():
    print(f"Norm of correction {name}: {norm(rival):.4f} e;"
          f" P = {polarization(raw + rival, move_nm):.2f} uC/cm2")
print(f"Sum of absolute entries, mean correction: {np.abs(correction).sum():.4f} e")
print(f"Sum of absolute entries, all on Hf: {np.abs(only_hf).sum():.4f} e")
print(f"O1 displacement along polar axis: {move_nm[4, 2]:.3f} nm")
print(f"Mean displacement, Hf fixed: {move_nm[:, 2].mean():.5f} nm")
print(f"Centre-of-mass displacement, Hf fixed: {mass_centre[2]:.5f} nm")
for name, value in P_raw.items():
    print(f"Raw P, {name}: {value:.2f} uC/cm2")
print(f"Corrected P, every frame: {P_fixed[0]:.2f} uC/cm2"
      f" = {P_fixed[0] / 100:.4f} C/m2")
print(f"Squared error removed, 12 independent atoms: {100 * removed:.2f} %")
print(f"Charge error spread inferred from S: {charge_spread:.4f} e")
print(f"Charge error left after correction: {hidden_error:.4f} e")
print(f"Resulting error of P: {P_hidden:.2f} uC/cm2")
print(f"Assumed O1 charge excess at nonpolar end: {100 * path_change:.0f} %")
print(f"Resulting change of P: {P_path:.2f} uC/cm2")
print(f"Rough operating field: {field_MV_cm:.1f} MV/cm")
print(f"Rough static, electronic permittivity: {eps_static:.0f}, {eps_electronic:.0f}")
print(f"Dielectric P, static: {P_static:.2f} uC/cm2")
print(f"Dielectric P, electronic part: {P_electronic:.2f} uC/cm2")
print(f"Rough pyroelectric coefficient size: {pyro_uC_m2K:.0f} uC/(m2 K)")
print(f"Thermal change of P, 0 to {use_K:.0f} K, constant coefficient:"
      f" {P_thermal:.2f} uC/cm2")
print("success")
```

Running it gives:

```
1D crystal: length, ion sites (bohr): 8.0 [2.3 3.9]
1D crystal: well depths (hartree), width (bohr): [4. 2.] 0.5
1D, 12 grid points: charges -2.81716 1.49952 e, sum -1.32e+00 e
1D, 16 grid points: charges -1.52700 1.44840 e, sum -7.86e-02 e
1D, 64 grid points: charges -1.48189 1.48189 e, sum -5.08e-12 e
1D, 12 points, corrected charges (e): [-2.15834  2.15834]
1D error norm before, after: 1.33538, 0.95664 e
Hafnia cell edges (nm), rough: [0.527 0.505 0.508]
Cell volume: 0.13520 nm^3; atoms: 12
Hf raw tensor, rows (e): [[5.21, 0.1, -0.15], [0.12, 5.13, 0.08], [-0.2, 0.1, 4.87]]
Hf corrected diagonal (e): [5.25 5.15 4.92]
O1 raw tensor, rows (e): [[-2.98, 0.3, 0.2], [0.25, -2.61, -0.35], [0.15, -0.4, -2.55]]
O1 corrected diagonal (e): [-2.94 -2.59 -2.5 ]
O2 raw tensor, rows (e): [[-2.35, -0.1, 0.12], [-0.08, -2.58, 0.06], [0.1, 0.05, -2.47]]
O2 corrected diagonal (e): [-2.31 -2.56 -2.42]
Diagonal of the sum S (e): [-0.48 -0.24 -0.6 ]
Diagonal of the correction per atom (e): [0.04 0.02 0.05]
Norm of S: 0.8050 e
Norm of the mean correction: 0.2324 e
Norm of correction all on Hf: 0.4025 e; P = 60.44 uC/cm2
Norm of correction all on O: 0.2846 e; P = 58.66 uC/cm2
Norm of correction by charge size: 0.2457 e; P = 59.50 uC/cm2
Sum of absolute entries, mean correction: 1.3200 e
Sum of absolute entries, all on Hf: 1.3200 e
O1 displacement along polar axis: -0.050 nm
Mean displacement, Hf fixed: -0.01667 nm
Centre-of-mass displacement, Hf fixed: -0.00380 nm
Raw P, Hf fixed: 60.44 uC/cm2
Raw P, centre of mass fixed: 60.17 uC/cm2
Raw P, mean displacement zero: 59.25 uC/cm2
Corrected P, every frame: 59.25 uC/cm2 = 0.5925 C/m2
Squared error removed, 12 independent atoms: 8.38 %
Charge error spread inferred from S: 0.0671 e
Charge error left after correction: 0.0548 e
Resulting error of P: 1.30 uC/cm2
Assumed O1 charge excess at nonpolar end: 10 %
Resulting change of P: 2.96 uC/cm2
Rough operating field: 2.0 MV/cm
Rough static, electronic permittivity: 30, 5
Dielectric P, static: 5.14 uC/cm2
Dielectric P, electronic part: 0.71 uC/cm2
Rough pyroelectric coefficient size: 50 uC/(m2 K)
Thermal change of P, 0 to 358 K, constant coefficient: 1.79 uC/cm2
success
```
